# Shifts of the He⁺ 2p levels when the nucleus splits: a program that tests the result

```python
# Result under test: when the He+ nucleus (Z = 2) is split into two protons
# a distance R apart, the electronic levels shift, to leading order, by
#   2p-sigma: -R^2/15 hartree      2p-pi: +R^2/30 hartree   (R in bohr).
# Symbols: r, theta = electron position from the midpoint; P2 = Legendre
# polynomial; m = angular momentum along the axis (0 sigma, 1 pi);
# xi, eta = prolate spheroidal coordinates, xi = cosh(mu);
# p = R*sqrt(-E/2); A = separation constant of the two-centre equation.
# The proton-proton repulsion 1/R is not part of the electronic level.
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
PROTON_MASS = const.physical_constants["proton-electron mass ratio"][0]
ALPHA = const.fine_structure
NAMES = {0: "2p-sigma", 1: "2p-pi"}

# ---------- matrix elements from the He+ wavefunctions ----------
r, c = sp.symbols("r c", positive=True)
radial_2p = 2 / sp.sqrt(3) * r * sp.exp(-r)
radial_2s = 2 * (1 - r) * sp.exp(-r)
for radial, ell in ((radial_2s, 0), (radial_2p, 1)):
    u = r * radial
    residual = (-sp.diff(u, r, 2) / 2 + ell * (ell + 1) * u / (2 * r**2)
                - 2 * u / r + u / 2)
    assert sp.simplify(residual) == 0
    assert sp.integrate(sp.expand(u**2), (r, 0, sp.oo)) == 1
inverse_cube = sp.integrate(sp.expand(radial_2p**2 / r), (r, 0, sp.oo))
p2 = (3 * c**2 - 1) / 2
angular_density = {0: sp.Rational(3, 2) * c**2,
                   1: sp.Rational(3, 4) * (1 - c**2)}
mean_p2 = {m: sp.integrate(sp.expand(angular_density[m] * p2), (c, -1, 1))
           for m in (0, 1)}
coefficient = {m: -inverse_cube * mean_p2[m] / 2 for m in (0, 1)}
assert coefficient[0] == -sp.Rational(1, 15)
assert coefficient[1] == sp.Rational(1, 30)
coef = {m: float(coefficient[m]) for m in (0, 1)}
dipole_2s2p = abs(float(sp.integrate(
    sp.expand(radial_2s * radial_2p * r**3), (r, 0, sp.oo)) / sp.sqrt(3)))

# ---------- quadrupole term against the true potential at a point ----------
sep, dist, cosine = 0.02, 1.0, 0.7
true_v = (2 / dist
          - 1 / np.sqrt(dist**2 + sep**2 / 4 - dist * sep * cosine)
          - 1 / np.sqrt(dist**2 + sep**2 / 4 + dist * sep * cosine))
quadrupole_v = -sep**2 / 2 * (3 * cosine**2 - 1) / 2 / dist**3
assert abs(true_v / quadrupole_v - 1) < 1e-3


# ---------- first-order energy with the true potential ----------
def first_order(R, m):
    """Norm and mean of the true perturbation, by 2D quadrature."""
    x, wx = leg.leggauss(180)
    eta, we = leg.leggauss(80)
    length = np.arccosh(1 + 45 / R)
    mu = (length * (x + 1) / 2)[:, None]
    weight = (length * wx / 2)[:, None] * we[None, :]
    eta = eta[None, :]
    xi = np.cosh(mu)
    z = R / 2 * xi * eta
    perp2 = (R / 2)**2 * np.sinh(mu)**2 * (1 - eta**2)
    radius = np.sqrt(z**2 + perp2)
    shape = z**2 if m == 0 else perp2 / 2
    density = shape * np.exp(-2 * radius) / np.pi
    gap = xi**2 - eta**2
    volume = 2 * np.pi * (R / 2)**3 * gap * np.sinh(mu)
    v = 2 / radius - 4 * xi / (R * gap)
    base = weight * volume * density
    return base.sum(), (base * v).sum()


inner_formula = {0: 9 / 280, 1: -1 / 280}
inner_numeric = {}
for m in (0, 1):
    norm, energy = first_order(0.1, m)
    assert abs(norm - 1) < 1e-9
    inner_numeric[m] = (energy - coef[m] * 0.1**2) / 0.1**4
    # The next power of R changes this ratio by several percent at R = 0.1.
    assert abs(inner_numeric[m] / inner_formula[m] - 1) < 0.10


# ---------- numerical solution of the two-centre equation ----------
NBASIS = 56
NODES, WEIGHTS = leg.leggauss(200)
POLY = leg.legval(NODES, np.eye(NBASIS))
DPOLY = leg.legval(NODES, leg.legder(np.eye(NBASIS)))


def separation_constant(p, m):
    """Angular eigenvalue that starts from l = 1."""
    ell = np.arange(m, m + 36)
    low = ell[:-1]
    step = np.sqrt(((low + 1)**2 - m**2) / ((2 * low + 1) * (2 * low + 3)))
    eta = np.diag(step, 1) + np.diag(step, -1)
    matrix = -np.diag(ell * (ell + 1.0)) + p**2 * eta @ eta
    return np.linalg.eigvalsh(matrix)[::-1][1 - m]


def separation_distance(p, m):
    """Distance R at which the nodeless radial solution has this p."""
    A = separation_constant(p, m)
    length = np.arccosh(1 + 30 / p)
    mu = length * (NODES + 1) / 2
    w = length * WEIGHTS / 2
    sh, ch, th = np.sinh(mu), np.cosh(mu), np.tanh(mu)
    front = th**m / ch
    f = front * POLY
    df = front * (DPOLY * 2 / length + POLY * (m / (sh * ch) - th))
    potential = p**2 * ch**2 - A + m**2 / sh**2
    K = (df * (w * sh)) @ df.T + (f * (w * sh * potential)) @ f.T
    B = (f * (w * sh * ch)) @ f.T
    K, B = (K + K.T) / 2, (B + B.T) / 2
    largest = eigh(B, K, eigvals_only=True)[-1]
    return 1 / (2 * largest)


def level(R, m):
    """Electronic energy in hartree at proton separation R in bohr."""
    p = brentq(lambda q: separation_distance(q, m) - R,
               0.45 * R, 0.55 * R, xtol=1e-15, rtol=1e-13)
    return -2 * p**2 / R**2


# Far apart, the 2p-sigma level must be H(1s) in the field of a proton.
far_R = 20.0
far_level = level(far_R, 0) + 1 / far_R
assert abs(far_level + 0.5) < 1e-4

distances = (0.05, 0.1, 0.2)
ratio, limit = {}, {}
for m in (0, 1):
    for R in distances:
        ratio[m, R] = (level(R, m) + 0.5) / R**2
        assert abs(ratio[m, R] - coef[m]) < 0.05 * R**2
    limit[m] = (4 * ratio[m, 0.05] - ratio[m, 0.1]) / 3
    assert abs(limit[m] - coef[m]) < 1e-4

# ---------- worked example ----------
R_nm = 0.01
R = R_nm / BOHR_NM
shift = {m: coef[m] * R**2 for m in (0, 1)}
numeric = {m: level(R, m) + 0.5 for m in (0, 1)}
force = {m: -2 * coef[m] * R for m in (0, 1)}
for m in (0, 1):
    assert abs(shift[m] / numeric[m] - 1) < 0.05
    h = 0.1 * R
    slope_force = -(level(R + h, m) - level(R - h, m)) / (2 * h)
    assert abs(force[m] / slope_force - 1) < 0.05
force_unit = HARTREE / BOHR_NM
splitting = shift[1] - shift[0]

# Head-on turning point on the 2p-sigma curve, measured from H(1s) + H+.
energy_cm = 1 / R + shift[0]
reduced_mass = PROTON_MASS / 2
speed = np.sqrt(2 * energy_cm / reduced_mass)
phase = splitting * R / speed

# Sizes of effects left out of the clamped, isolated, nonrelativistic model.
s = 1 / np.sqrt(2)
Lx = s * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])
Ly = s * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
perp = np.real(np.diag(Lx @ Lx + Ly @ Ly))
mean_perp = {0: perp[1], 1: perp[0]}
rotation = {m: mean_perp[m] / (2 * reduced_mass * R**2) for m in (0, 1)}
assert rotation[0] > abs(shift[0]) and rotation[1] > abs(shift[1])
assert phase < 0.1
recoil = 0.5 / (2 * PROTON_MASS)
fine_structure = 1.5 * ALPHA**2 * float(inverse_cube)
sheath_MV_cm = 0.01
sheath_coupling = dipole_2s2p * BOHR_M * sheath_MV_cm * 1e8
neighbour_nm = 0.3
neighbour_coupling = dipole_2s2p / (neighbour_nm / BOHR_NM)**2

print("GENERAL RESULT")
print(f"<r^-3> of He+ 2p: {float(inverse_cube):.6f} bohr^-3")
for m in (0, 1):
    print(f"{NAMES[m]} <P2>: {float(mean_p2[m]):+.3f} (no unit)")
    print(f"{NAMES[m]} coefficient: {coef[m]:+.6f} hartree/bohr^2")
print("TWO-CENTRE SOLUTION: shift/R^2 in hartree/bohr^2")
for m in (0, 1):
    for distance in distances:
        print(f"{NAMES[m]}, R = {distance:.2f} bohr: "
              f"{ratio[m, distance]:+.6f}")
    print(f"{NAMES[m]}, extrapolated to R = 0: {limit[m]:+.6f}")
print(f"2p-sigma + 1/R at R = {far_R:.0f} bohr: {far_level:.6f} hartree")
print("FIRST-ORDER R^4 TERM in hartree/bohr^4")
for m in (0, 1):
    print(f"{NAMES[m]} formula: {inner_formula[m]:+.5f}")
    print(f"{NAMES[m]} quadrature at R = 0.10 bohr: {inner_numeric[m]:+.5f}")
print("EXAMPLE")
print(f"proton separation: {R_nm:.3f} nm = {R:.5f} bohr")
for m in (0, 1):
    print(f"{NAMES[m]} shift, formula: {shift[m] * HARTREE:+.5f} eV"
          f" = {shift[m]:+.6f} hartree")
    print(f"{NAMES[m]} shift, two-centre: {numeric[m] * HARTREE:+.5f} eV")
    print(f"{NAMES[m]} formula error: "
          f"{100 * (shift[m] / numeric[m] - 1):+.2f} %")
    print(f"{NAMES[m]} electronic force: {force[m] * force_unit:+.3f} eV/nm")
print(f"pi-sigma splitting: {splitting * HARTREE:.5f} eV")
print(f"bare repulsion energy: {HARTREE / R:.2f} eV")
print(f"bare repulsion force: {force_unit / R**2:.0f} eV/nm")
print(f"head-on centre-of-mass energy: {energy_cm * HARTREE:.2f} eV")
print(f"head-on laboratory energy: {2 * energy_cm * HARTREE:.1f} eV")
print("EFFECTS LEFT OUT")
for m in (0, 1):
    print(f"{NAMES[m]} angular-momentum term: "
          f"{rotation[m] * HARTREE:.3f} eV")
print(f"splitting phase in time R/v: {phase:.5f} rad")
print(f"nuclear recoil: {recoil * HARTREE:.5f} eV")
print(f"fine-structure splitting: {fine_structure * HARTREE:.6f} eV")
print(f"sheath field, rough: {sheath_MV_cm:.2f} MV/cm")
print(f"2s-2p coupling by sheath field: {sheath_coupling:.6f} eV")
print(f"distance of neighbouring unit charge: {neighbour_nm:.1f} nm")
print(f"2s-2p coupling by that charge: {neighbour_coupling * HARTREE:.3f} eV")
print("all assertions hold")
```

Printed output:

```
GENERAL RESULT
<r^-3> of He+ 2p: 0.333333 bohr^-3
2p-sigma <P2>: +0.400 (no unit)
2p-sigma coefficient: -0.066667 hartree/bohr^2
2p-pi <P2>: -0.200 (no unit)
2p-pi coefficient: +0.033333 hartree/bohr^2
TWO-CENTRE SOLUTION: shift/R^2 in hartree/bohr^2
2p-sigma, R = 0.05 bohr: -0.066687
2p-sigma, R = 0.10 bohr: -0.066744
2p-sigma, R = 0.20 bohr: -0.066936
2p-sigma, extrapolated to R = 0: -0.066668
2p-pi, R = 0.05 bohr: +0.033295
2p-pi, R = 0.10 bohr: +0.033186
2p-pi, R = 0.20 bohr: +0.032788
2p-pi, extrapolated to R = 0: +0.033332
2p-sigma + 1/R at R = 20 bohr: -0.500014 hartree
FIRST-ORDER R^4 TERM in hartree/bohr^4
2p-sigma formula: +0.03214
2p-sigma quadrature at R = 0.10 bohr: +0.03026
2p-pi formula: -0.00357
2p-pi quadrature at R = 0.10 bohr: -0.00344
EXAMPLE
proton separation: 0.010 nm = 0.18897 bohr
2p-sigma shift, formula: -0.06478 eV = -0.002381 hartree
2p-sigma shift, two-centre: -0.06502 eV
2p-sigma formula error: -0.37 %
2p-sigma electronic force: +12.956 eV/nm
2p-pi shift, formula: +0.03239 eV = +0.001190 hartree
2p-pi shift, two-centre: +0.03191 eV
2p-pi formula error: +1.49 %
2p-pi electronic force: -6.478 eV/nm
pi-sigma splitting: 0.09717 eV
bare repulsion energy: 144.00 eV
bare repulsion force: 14400 eV/nm
head-on centre-of-mass energy: 143.93 eV
head-on laboratory energy: 287.9 eV
EFFECTS LEFT OUT
2p-sigma angular-momentum term: 0.830 eV
2p-pi angular-momentum term: 0.415 eV
splitting phase in time R/v: 0.00629 rad
nuclear recoil: 0.00370 eV
fine-structure splitting: 0.000725 eV
sheath field, rough: 0.01 MV/cm
2s-2p coupling by sheath field: 0.000079 eV
distance of neighbouring unit charge: 0.3 nm
2s-2p coupling by that charge: 1.270 eV
all assertions hold
```
